\section*{Sensitivity of the critical thickness to the dislocation core parameter}

\section*{The question}

A thin film grows on a thick substrate with which it shares its elastic constants. The film is strained equally in both in-plane directions by a misfit of magnitude $f$. A threading dislocation crosses the film from the substrate to the free surface. If it glides sideways, it leaves a misfit dislocation at the interface. This relieves strain but costs line energy. The critical thickness $h$ is the thickness at which the two effects balance.

The medium is isotropic, with shear modulus $G$ and Poisson ratio $\nu$. The Burgers vector has length $b$. It makes an angle $\theta$ with the misfit dislocation line and an angle $\lambda$ with the in-plane normal to that line. Its sense is such that the dislocation relieves the misfit.

\section*{Part (a): the balance}

\textbf{Question.} At distance $r$ from a straight dislocation, the screw component $b_s=b\cos\theta$ produces a shear stress $Gb_s/(2\pi r)$. The edge component $b_e=b\sin\theta$ produces
\[
\sigma_{rr}=\sigma_{\phi\phi}=-\frac{D\sin\phi}{r},\qquad
\sigma_{r\phi}=\frac{D\cos\phi}{r},\qquad
D=\frac{Gb_e}{2\pi(1-\nu)} .
\]
Show that the balance has the form
\begin{equation}
h=A\ln\frac{\alpha h}{b},
\label{eq:h}
\end{equation}
and find $A$. Explain what the number $\alpha$ contains.

\textbf{Answer.} Consider first the film stress. The surface is free, so the normal stress vanishes. With $\Lambda=2G\nu/(1-2\nu)$, this condition reads
\[
(\Lambda+2G)\varepsilon_3+2\Lambda f=0
\quad\Longrightarrow\quad
\varepsilon_3=-\frac{2\nu}{1-\nu}f .
\]
The in-plane stress minus the zero normal stress is $2G(f-\varepsilon_3)$, so
\[
\sigma=2Gf\left(1+\frac{2\nu}{1-\nu}\right)=\frac{2G(1+\nu)}{1-\nu}f .
\]
A misfit dislocation relaxes the film by a displacement $b\cos\lambda$ across its line. The stress acts over the height $h$, so the energy released per unit length of the first, isolated dislocation is $\sigma h b\cos\lambda$.

The screw field has energy density $(Gb_s/2\pi r)^2/(2G)$. Multiplying by $2\pi r\,dr$ and integrating from $r_0$ to $R$ gives $(Gb_s^2/4\pi)\ln(R/r_0)$. For the edge field in plane strain, the energy density is
\begin{align*}
w&=\frac{(1-\nu)(\sigma_{rr}^2+\sigma_{\phi\phi}^2)-2\nu\sigma_{rr}\sigma_{\phi\phi}+2\sigma_{r\phi}^2}{4G}\\
&=\frac{D^2}{4Gr^2}\left[2(1-2\nu)\sin^2\phi+2\cos^2\phi\right].
\end{align*}
The bracket integrates over angle to $2\pi(1-2\nu)+2\pi=4\pi(1-\nu)$. The edge energy is therefore
\[
\frac{\pi(1-\nu)D^2}{G}\ln\frac{R}{r_0}
=\frac{Gb_e^2}{4\pi(1-\nu)}\ln\frac{R}{r_0}.
\]
The two components do not interact in an isotropic medium, because their fields have no stress component in common. Since $\sin^2\theta+(1-\nu)\cos^2\theta=1-\nu\cos^2\theta$, the total is
\[
E=\frac{Gb^2(1-\nu\cos^2\theta)}{4\pi(1-\nu)}\ln\frac{R}{r_0}.
\]
The free surface limits the field to a distance $R$ proportional to $h$, and the core radius $r_0$ is taken proportional to $b$. These two proportionality factors, together with the core energy, the energy of any surface step made or removed by the glide, and the elastic energy correction due to the surface, add a constant to the logarithm. This constant is written as $\ln\alpha$, so that $\ln(R/r_0)$ is replaced by $\ln(\alpha h/b)$. Here $\alpha$ is assumed independent of $h$.

Setting $\sigma h b\cos\lambda=E$ and cancelling $G$, $1-\nu$ and one factor of $b$ gives (\ref{eq:h}) with
\begin{equation}
A=\frac{b(1-\nu\cos^2\theta)}{8\pi(1+\nu)f\cos\lambda}.
\label{eq:A}
\end{equation}
Thus $A$ depends on misfit, elasticity and geometry, but not on $\alpha$.

\section*{Part (b): the physical root}

\textbf{Question.} For which values of $\alpha$ does (\ref{eq:h}) have two roots, and which root is the critical thickness?

\textbf{Answer.} Define $F(h)=h-A\ln(\alpha h/b)$. The released energy minus the line energy, per unit length, is a positive constant times $F$. The thread is driven to extend the misfit dislocation when $F>0$. The derivatives are
\[
F'(h)=1-\frac{A}{h},\qquad F''(h)=\frac{A}{h^2}>0 .
\]
The function is convex, tends to $+\infty$ at both ends of $h>0$, and has its minimum at $h=A$, where $F(A)=A[1-\ln(\alpha A/b)]$. Two roots exist when this minimum is negative:
\[
\frac{\alpha A}{b}>e,\qquad\text{or}\qquad \alpha>\alpha_{\min}=\frac{eb}{A}.
\]
One root lies below $A$ and the other above it. As the film thickens, $F$ changes from negative to positive at the larger root, which is the critical thickness. Hence $h>A$. The smaller root must be judged by its size: if it is less than $b$, a continuum theory of the film has no meaning there.

\section*{Part (c): the response to the core parameter}

\textbf{Question.} With $A$ and $b$ fixed, show that a small fractional change in $\alpha$ changes $h$ fractionally by $A/(h-A)$ times as much. When is the uncertainty in $\alpha$ reduced, and when is it magnified?

\textbf{Answer.} Write the logarithm as $\ln\alpha+\ln h-\ln b$. Since $F'(h)\neq0$ at the chosen root, $h$ is a differentiable function of $\alpha$, and
\[
dh=A\left(\frac{d\alpha}{\alpha}+\frac{dh}{h}\right).
\]
The second term appears because the thickness also sets the range of the dislocation field. Move it to the left and factor out $dh/h$:
\[
(h-A)\frac{dh}{h}=A\frac{d\alpha}{\alpha}.
\]
Division by $h-A>0$ gives
\begin{equation}
\frac{dh}{h}=S\,\frac{d\alpha}{\alpha},\qquad S=\frac{A}{h-A}.
\label{eq:S}
\end{equation}
A larger $\alpha$ means a larger line energy, so the film must be thicker before relief pays, in agreement with $S>0$. On the smaller root the same algebra gives $S<0$.

Let $L=\ln(\alpha h/b)=h/A$. Then $S=1/(L-1)$. A small fractional uncertainty is reduced when $L>2$, that is $h>2A$, and magnified when $A<h<2A$. Larger changes need a new solution of (\ref{eq:h}): at $L=2.1$, a 20\% fall in $\alpha$ lowers $h$ by 23\%, and a 40\% fall leaves no root. For $h\gg A$, $S\simeq A/h$.

The opposite limit is the merging of the roots. Put $h=A(1+u)$ with $u>0$, so that $S=1/u$. Exponentiating (\ref{eq:h}) gives $e^{1+u}=\alpha A(1+u)/b$, hence
\[
\frac{\alpha}{\alpha_{\min}}=\frac{e^u}{1+u}=1+\frac{u^2}{2}+O(u^3).
\]
Near the merger, therefore, $S\simeq[2(\alpha/\alpha_{\min}-1)]^{-1/2}$, which diverges.

\section*{Part (d): how small is small?}

\textbf{Question.} Find the next term in the expansion of $\Delta h/h$ in $p=\Delta\alpha/\alpha$.

\textbf{Answer.} From (\ref{eq:S}), $d\ln h/d\ln\alpha=S$ and $dh/d\ln\alpha=hS$. Therefore
\[
\frac{dS}{d\ln\alpha}=-\frac{A}{(h-A)^2}\,hS
=-S^2\frac{h}{h-A}=-S^2(1+S).
\]
With $q=\ln(1+p)=p-p^2/2+O(p^3)$, the Taylor series of $\ln h$ gives
\begin{align*}
\ln\left(1+\frac{\Delta h}{h}\right)
&=Sq-\tfrac12S^2(1+S)q^2+O(q^3)\\
&=Sp-\tfrac12(S+S^2+S^3)p^2+O(p^3).
\end{align*}
Exponentiation adds $S^2p^2/2$, which cancels the middle term:
\begin{equation}
\frac{\Delta h}{h}=Sp-\tfrac12S(1+S^2)p^2+O(p^3).
\label{eq:second}
\end{equation}
The second term divided by the first is $-(1+S^2)p/2$. The linear rule thus requires $|p|(1+S^2)/2\ll1$. This is more demanding near the merger, where $S$ is large.

\section*{Part (e): a silicon-germanium layer}

\textbf{Question.} Take a layer on Si(001) with a germanium fraction near 0.2. Rough typical inputs are $a=0.543$ nm, $f=0.008$, $\nu=0.28$ and $\alpha=4$. For $60^\circ$ dislocations, $b=a/\sqrt2$ and $\cos\theta=\cos\lambda=1/2$. Find $h$ and $S$, and examine a 5\% increase and a halving of $\alpha$. How does $S$ change at larger misfit?

\textbf{Answer.} The Burgers vector has length $b=0.3840$ nm, and (\ref{eq:A}) gives
\[
A=\frac{0.3840\,(1-0.28\times0.25)}{8\pi(1.28)(0.008)(0.5)}\ \text{nm}=2.775\ \text{nm}.
\]
Two roots exist, since $\alpha_{\min}=0.376<4$. They are 0.0995 nm, which is less than $b$ and is discarded, and
\[
h=13.78\ \text{nm}.
\]
As a check, $L=4.967$ and $AL=2.775\times4.967$ nm $=13.78$ nm. The sensitivity is
\[
S=\frac{2.775}{13.783-2.775}=0.252 .
\]
A 5\% increase in $\alpha$ should raise $h$ by $0.252\times5\%=1.26\%$, or 0.174 nm. Solving (\ref{eq:h}) again gives 0.169 nm, as does (\ref{eq:second}) to this accuracy. The change is little more than one atomic layer, $a/4=0.136$ nm. The extra digits serve to compare the formulas; they do not express the accuracy of the model.

Halving $\alpha$ is not a small change. The linear rule predicts a fall of 12.6\%, whereas the solved thickness is 11.3 nm, a fall of 17.9\%. At $\alpha=1$, $h$ is 8.6 nm. A weak local sensitivity can still leave a substantial uncertainty when $\alpha$ is known only within a factor of a few.

For the effect of misfit at fixed $\alpha$, substitute $h=AL$ into (\ref{eq:h}):
\[
L-\ln L=\ln\frac{\alpha A}{b}.
\]
For $L>1$ the left side increases with $L$. A larger misfit reduces $A$, hence reduces $L$ and raises $S=1/(L-1)$. At $f=0.02$, with the other inputs unchanged, $A=1.11$ nm, $h=4.2$ nm and $S=0.360$.

\section*{Part (f): the real layer}

\textbf{Question.} Estimate the effects of elastic anisotropy, thermal expansion and slow glide. Does $h$ predict when a real layer will be seen to relax?

\textbf{Answer.} For anisotropy, use rough silicon stiffnesses $C_{11},C_{12},C_{44}=166,64,80$ GPa. Setting the normal stress to zero in the cubic crystal gives $\varepsilon_3=-2C_{12}f/C_{11}$, and hence the biaxial modulus
\[
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=180.7\ \text{GPa}.
\]
Keep an isotropic line energy, but with averaged constants. The uniform-strain and uniform-stress averages of the shear modulus are $(C_{11}-C_{12}+3C_{44})/5$ and $5(C_{11}-C_{12})C_{44}/[4C_{44}+3(C_{11}-C_{12})]$. Their mean is $\bar G=66.8$ GPa. With the bulk modulus $K=(C_{11}+2C_{12})/3$, the Poisson ratio is $\bar\nu=(3K-2\bar G)/[2(3K+\bar G)]=0.222$. Equating $Mfhb\cos\lambda$ to that line energy gives
\[
A=\frac{\bar Gb(1-\bar\nu\cos^2\theta)}{4\pi(1-\bar\nu)Mf\cos\lambda}=3.43\ \text{nm}.
\]
Then $h$ is about 18 nm, 30\% above the value in part (e), while $S$ falls only to 0.236. Part of this rise comes from the changed Poisson ratio: putting $\bar\nu$ into (\ref{eq:A}) gives $A=2.95$ nm and $h$ of about 14.9 nm. The anisotropy of the film stress accounts for the remaining rise of about 20\%. This is an estimate, since the line energy itself has not been treated anisotropically.

At a growth temperature of 823 K, an expansion difference of roughly $0.7\times10^{-6}$ K$^{-1}$ acting over 525 K raises the misfit to 0.00837. In the isotropic model this lowers $h$ by 5.5\%, to 13.0 nm.

For glide, take a layer of thickness $2h$. The unbalanced share of the misfit force is
\[
1-\frac{A}{2h}\ln\frac{2\alpha h}{b}=0.430 .
\]
The factor resolving the film stress onto the slip system is $\cos\lambda\cos\psi$, where $\psi$ is the angle between the slip-plane normal and the in-plane line normal, and $\cos\psi=\sqrt{2/3}$. The excess shear stress is thus about
\[
\tau=Mf\cos\lambda\cos\psi\times0.430\simeq250\ \text{MPa}.
\]
This figure combines the cubic film stress with the unbalanced share of the isotropic model. With the cubic estimate of $A$ at the same thickness, the stress would be about 175 MPa, and the glide distances below would be about 30\% shorter. A rough glide law for silicon is $v=v_1\tau e^{-Q/k_BT}$, with $v_1=10^4$ m/s per MPa and $Q=2.2$ eV. At 823 K it gives about 0.3 mm in one hour, but at 673 K only about 0.3 $\mu$m. The exponential makes these estimates of scale. The law describes long segments in bulk crystals. The thread here is only a few tens of nanometres long, which may be shorter than the distance a kink travels before it annihilates; the thread can then move much more slowly than the bulk law gives. They also use the barrier of pure silicon for an alloy layer: a barrier lower by 0.12 eV would lengthen the distances about 5 times at 823 K and 8 times at 673 K. Slow glide can thus hold back relaxation at the lower temperature. At the higher one the number of threads also matters: $N$ threads per unit area, each gliding a distance $s$, leave a misfit line length $Ns$ per unit area, which relieves little strain if $N$ is small.

The balance assumes that enough threads are present and that they have time to reach equilibrium. A real layer may fail to meet either condition. Layers grown at moderate temperature can remain strained at several times the equilibrium thickness. The calculated $h$ is therefore the threshold above which relaxation by isolated $60^\circ$ dislocations is energetically favourable, not a prediction of its observed onset.

Nor is it the lowest energetic threshold. Two suitable $60^\circ$ dislocations can combine into one pure edge dislocation with a Burgers vector of the same length $b$, lying in the interface. It relieves as much misfit as the two together. Putting $\cos\theta=0$ and $\cos\lambda=1$ in (\ref{eq:A}) gives $A=1.49$ nm and, if $\alpha$ is again 4, a threshold of only 6.2 nm. The glide plane of this edge dislocation is the interface itself, so the gliding thread considered here cannot lay it down directly; a reaction is needed.

A design kept below $h$ is stable against the glide of isolated $60^\circ$ threads within the model, provided that $h$ is evaluated at the largest misfit the layer meets during growth and processing, and that the margin covers the uncertainties in $\alpha$ and in the elastic treatment. The model assumes a flat film. It says nothing about strain relief by surface roughening or islanding, which competes with dislocations at larger misfit and higher growth temperature. The numerical output lists the main values. Its glide distance of 31 nm at 823 K is for a prefactor of 1 m/s per MPa; the distance is proportional to $v_1$, so the value $10^4$ m/s per MPa used above gives 0.3 mm.

\section*{Computed results}
\begin{verbatim}
Lattice constant a (rough input): 0.543 nm
Burgers vector length b: 0.3840 nm
Poisson ratio (rough input): 0.28
Misfit f (rough input): 0.008
Core parameter alpha (input): 4.0
cos theta, cos lambda: 0.5, 0.5
Length A: 2.7750 nm
Smallest alpha with a root: 0.3761
Critical thickness h (larger root): 13.7832 nm
Smaller root: 0.0995 nm
Logarithm L = ln(alpha h/b): 4.9670
Sensitivity S = A/(h-A): 0.2521
Fractional change of alpha: 5.0 %
Predicted fractional change of h: 1.260 %
Solved fractional change of h: 1.228 %
Predicted change of h: 0.1737 nm
Second-order predicted change of h: 0.1691 nm
Solved change of h: 0.1693 nm
One atomic layer a/4: 0.1358 nm
alpha halved, solved h: 11.3112 nm
alpha halved, solved change: -17.93 %
alpha halved, linear prediction: -12.60 %
h for alpha = 1: 8.6403 nm
Higher misfit (input): 0.020
Higher misfit, A: 1.1100 nm
Higher misfit, h: 4.1921 nm
Higher misfit, S: 0.3601
C11, C12, C44 (rough inputs): 166, 64, 80 GPa
Cubic biaxial modulus: 180.7 GPa
Averaged shear modulus: 66.8 GPa
Averaged Poisson ratio: 0.222
Anisotropy estimate, A: 3.430 nm
Anisotropy estimate, h: 17.94 nm
Anisotropy estimate, change of h: 30.1 %
Anisotropy estimate, S: 0.2364
Growth and room temperature: 823, 298 K
Expansion difference (rough): 7.0e-07 1/K
Misfit at growth temperature: 0.00837
h at growth temperature: 13.03 nm
Thermal change of h: -5.5 %
Glide prefactor (rough): 1.0 m/s per MPa
Glide barrier (rough): 2.2 eV
Unbalanced share of misfit force at 2h: 0.430
Excess resolved shear stress at 2h: 254 MPa
Glide distance in one hour at 2h: 31 nm
\end{verbatim}
